# Orbital and spin-dipolar hyperfine fields from one relativistic l shell

## 1. Form fixed by symmetry and dimensions

The hyperfine field $\mathbf B$ at a nucleus is an axial vector, odd under time reversal and linear in the electron density matrix. Consider one $l$ shell with a common radial function in a spherical potential. Any operator on it is a sum of an orbital part and an orbital part multiplied by a component of the spin $\mathbf s$.

Within the shell, each orbital tensor rank occurs once. Without spin, the vector must therefore be proportional to $l_i$. With spin, orbital ranks 0, 1 and 2 can combine with $\mathbf s$ to form a vector:

$$s_i,\qquad (\mathbf l\times\mathbf s)_i,\qquad \sum_j T_{ij}s_j ,$$

where $T_{ij}$ is symmetric and traceless. The second is even under time reversal, because $\mathbf l$ and $\mathbf s$ are both odd, so it is excluded. Three terms remain. With $\mathbf l,\mathbf s$ in units of $\hbar$, each coefficient is

$$K=\frac{\mu_0}{4\pi}\,2\mu_B,\qquad \mu_B=\frac{e\hbar}{2m},$$

times an inverse cubed length. The derivation below determines these lengths. It shows that $S r^{-3}$, with $S$ the reciprocal relativistic mass factor, is the complete orbital weight but not the complete dipolar weight.

## 2. Interaction in terms of the large component

The electron has charge $-e$. The point nucleus has moment $\boldsymbol\mu$ and vector potential

$$\mathbf A=k\,\frac{\boldsymbol\mu\times\mathbf r}{r^3},\qquad k=\frac{\mu_0}{4\pi}.$$

The mean-field potential energy $V(r)$ is spherical and spin independent. $E$ excludes the rest energy. Without the nuclear moment, the lower Dirac equation is

$$(2mc^2+E-V)\chi=c\,\boldsymbol\sigma\cdot\mathbf p\,\phi .$$

Hence

$$\chi=\frac{S}{2mc}\,\boldsymbol\sigma\cdot\mathbf p\,\phi,\qquad
S(r)=\left[1+\frac{E-V(r)}{2mc^2}\right]^{-1}.$$

Replacing $\mathbf p$ by $\mathbf p+e\mathbf A$ adds $ec\,\boldsymbol\alpha\cdot\mathbf A$ to the Dirac Hamiltonian. Its expectation value defines the field through $\langle ec\,\boldsymbol\alpha\cdot\mathbf A\rangle=-\boldsymbol\mu\cdot\mathbf B$. Since $\boldsymbol\alpha$ connects $\phi$ and $\chi$,

$$\begin{aligned}
\langle ec\,\boldsymbol\alpha\cdot\mathbf A\rangle
&=ec\left[\langle\phi|\boldsymbol\sigma\cdot\mathbf A|\chi\rangle+\langle\chi|\boldsymbol\sigma\cdot\mathbf A|\phi\rangle\right]\\
&=\langle\phi|h|\phi\rangle,\\
h&=\frac e{2m}\left[\boldsymbol\sigma\cdot\mathbf A\,S\,\boldsymbol\sigma\cdot\mathbf p+\boldsymbol\sigma\cdot\mathbf p\,S\,\boldsymbol\sigma\cdot\mathbf A\right].
\end{aligned}$$

The normalization is $\langle\phi|\phi\rangle+\langle\chi|\chi\rangle=1$, although $h$ acts on $\phi$ alone.

In the second product, $\mathbf p$ also differentiates $S$:

$$\boldsymbol\sigma\cdot\mathbf p\,S\,\boldsymbol\sigma\cdot\mathbf A
=S\,\boldsymbol\sigma\cdot\mathbf p\,\boldsymbol\sigma\cdot\mathbf A
-i\hbar S'\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\boldsymbol\sigma\cdot\mathbf A .$$

The Pauli product rule gives

$$\boldsymbol\sigma\cdot\mathbf A\,\boldsymbol\sigma\cdot\mathbf p+\boldsymbol\sigma\cdot\mathbf p\,\boldsymbol\sigma\cdot\mathbf A
=\mathbf A\cdot\mathbf p+\mathbf p\cdot\mathbf A+i\boldsymbol\sigma\cdot(\mathbf A\times\mathbf p+\mathbf p\times\mathbf A).$$

Here $\mathbf p\times\mathbf A=-i\hbar(\nabla\times\mathbf A)-\mathbf A\times\mathbf p$, and $\mathbf p\cdot\mathbf A=\mathbf A\cdot\mathbf p$ because $\nabla\cdot\mathbf A=0$. With $\mathbf B_n=\nabla\times\mathbf A$, the sum is $2\mathbf A\cdot\mathbf p+\hbar\boldsymbol\sigma\cdot\mathbf B_n$.

For the gradient term, $\hat{\mathbf r}\cdot\mathbf A=0$, so

$$-i\hbar S'\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\boldsymbol\sigma\cdot\mathbf A
=-i\hbar S'\,i\boldsymbol\sigma\cdot(\hat{\mathbf r}\times\mathbf A)
=\hbar S'\boldsymbol\sigma\cdot(\hat{\mathbf r}\times\mathbf A).$$

Therefore

$$h=\frac e{2m}\left[2S\,\mathbf A\cdot\mathbf p+\hbar S\,\boldsymbol\sigma\cdot\mathbf B_n+\hbar S'\,\boldsymbol\sigma\cdot(\hat{\mathbf r}\times\mathbf A)\right].$$

## 3. Orbital, dipolar and contact-like weights

For the orbital term, the scalar triple product gives

$$\mathbf A\cdot\mathbf p=\frac{k}{r^3}(\boldsymbol\mu\times\mathbf r)\cdot\mathbf p
=\frac{k}{r^3}\boldsymbol\mu\cdot(\mathbf r\times\mathbf p)
=\frac{k\hbar}{r^3}\boldsymbol\mu\cdot\mathbf l .$$

Thus $h_{\rm orb}=K S r^{-3}\boldsymbol\mu\cdot\mathbf l$.

The nuclear magnetic field follows from

$$\nabla\times\frac{\boldsymbol\mu\times\mathbf r}{r^3}
=\boldsymbol\mu\,\nabla\cdot\frac{\mathbf r}{r^3}-(\boldsymbol\mu\cdot\nabla)\frac{\mathbf r}{r^3}.$$

The divergence is $4\pi\delta(\mathbf r)$. Isotropy assigns one third of it to each diagonal derivative, so

$$\mathbf B_n=k\,\frac{3\hat{\mathbf r}(\hat{\mathbf r}\cdot\boldsymbol\mu)-\boldsymbol\mu}{r^3}+\frac{8\pi k}{3}\boldsymbol\mu\,\delta(\mathbf r).$$

For a point charge $Z$, $S$ vanishes linearly at the origin. The most singular large-component density, for $j=1/2$, behaves as $r^{2\gamma-2}$ with $\gamma=\sqrt{1-(Z\alpha)^2}$, where $\alpha$ is the fine-structure constant. Its product with $S$ vanishes for $\gamma>1/2$, which is assumed here. The delta term then contributes nothing.

The gradient term contains

$$\begin{aligned}
\hat{\mathbf r}\times\mathbf A
&=\frac{k}{r^2}\left[\boldsymbol\mu-\hat{\mathbf r}(\hat{\mathbf r}\cdot\boldsymbol\mu)\right]\\
&=\frac{k}{r^2}\left\{\frac23\boldsymbol\mu-\frac13\left[3\hat{\mathbf r}(\hat{\mathbf r}\cdot\boldsymbol\mu)-\boldsymbol\mu\right]\right\}.
\end{aligned}$$

Using $\boldsymbol\sigma=2\mathbf s$, the spin prefactor is $(e\hbar/2m)\,2k=K$. Collecting scalar and traceless parts gives

$$h_{\rm spin}=K\left\{w_d\,\mathbf s\cdot\left[3\hat{\mathbf r}(\hat{\mathbf r}\cdot\boldsymbol\mu)-\boldsymbol\mu\right]+\frac23\frac{S'}{r^2}\mathbf s\cdot\boldsymbol\mu\right\},$$

$$w_d=\frac S{r^3}-\frac{S'}{3r^2}.$$

To leading order in $1/c^2$ away from the nucleus, $1-S=(E-V)/(2mc^2)$ and $S'=V'/(2mc^2)$. The gradient correction is thus of the same order as the mass correction. Using $S r^{-3}$ alone for the dipolar field is an approximation.

The scalar term becomes the usual Fermi contact term as $c\to\infty$: $S$ rises from 0 to 1 in a shrinking region, so $S'/(4\pi r^2)\to\delta(\mathbf r)$. In that limit it vanishes for $l>0$, but at finite $c$ it survives.

## 4. Reduction to the sphere density matrix

Let the large component of occupied state $\nu$ in the sphere be

$$\phi_\nu=\frac{P(r)}r\sum_{m\sigma}c^\nu_{m\sigma}Y_{lm}\chi_\sigma,\qquad
n_{m\sigma,m'\sigma'}=\sum_\nu f_\nu c^\nu_{m\sigma}c^{\nu*}_{m'\sigma'},$$

with occupations $f_\nu$. Define $\langle w\rangle=\int_0^R P^2w\,dr$. The radial function is normalized to one in the sphere with its small component included.

The angular operator is

$$T_{ij}=3\hat r_i\hat r_j-\delta_{ij}\quad\text{restricted to the shell}.$$

It is a symmetric, traceless rank-2 tensor, hence

$$T_{ij}=a\left[l(l+1)\delta_{ij}-\frac32(l_il_j+l_jl_i)\right].$$

The $zz$ element at $m=0$ fixes $a$. The Legendre recurrence, with the normalization of $Y_{l0}$, gives

$$\cos\theta\,Y_{l0}=\frac{l+1}{\sqrt{(2l+1)(2l+3)}}Y_{l+1,0}+\frac{l}{\sqrt{(2l-1)(2l+1)}}Y_{l-1,0}.$$

Squaring and integrating,

$$\begin{aligned}
\langle\cos^2\theta\rangle
&=\frac{(l+1)^2(2l-1)+l^2(2l+3)}{(2l-1)(2l+1)(2l+3)}\\
&=\frac{4l^3+6l^2-1}{(2l-1)(2l+1)(2l+3)}
=\frac{2l^2+2l-1}{(2l-1)(2l+3)} .
\end{aligned}$$

Since $(2l-1)(2l+3)=4l^2+4l-3$,

$$3\langle\cos^2\theta\rangle-1=\frac{2l(l+1)}{(2l-1)(2l+3)}.$$

The bracket multiplying $a$ equals $l(l+1)$ at $m=0$, so $a=2/[(2l-1)(2l+3)]$ for $l>0$. For $l=0$, $T_{ij}=0$.

Taking the trace and using $h=-\boldsymbol\mu\cdot\mathbf B$ gives the fields to implement:

$$B_{{\rm orb},i}=-K\left\langle\frac S{r^3}\right\rangle\mathrm{Tr}[n\,l_i],$$

$$B_{{\rm dip},i}=-K\left\langle\frac S{r^3}-\frac{S'}{3r^2}\right\rangle\sum_j\mathrm{Tr}[n\,T_{ij}s_j],$$

$$B_{{\rm con},i}=-\frac{2K}{3}\left\langle\frac{S'}{r^2}\right\rangle\mathrm{Tr}[n\,s_i].$$

A full shell has $n=1$, and all three traces vanish. If one spin channel is full and the other empty, the orbital and dipolar traces vanish but the contact-like term remains. Spin-off-diagonal elements of $n$ must be retained for spin–orbit coupling or noncollinear spin.

## 5. Use in LAPW with local orbitals

With several radial functions $P_a$ in one $l$ channel, $n$ alone is insufficient. Store

$$D^{ab}_{m\sigma,m'\sigma'}=\sum_\nu f_\nu c^{\nu a}_{m\sigma}c^{\nu b*}_{m'\sigma'},\qquad
W_{ab}=\int_0^R P_aP_bw\,dr,$$

and replace $\langle w\rangle\mathrm{Tr}[nO]$ by $\sum_{ab}W_{ab}\mathrm{Tr}[D^{ab}O]$. The index $a$ covers $u$, its energy derivative $\dot u$ and local orbitals. Using one $S$ for all of them neglects its energy dependence, which to first order is $\delta S=-S^2\delta E/(2mc^2)$.

Scalar-relativistic radial functions introduce a further approximation: spin–orbit changes of $P$ are omitted. The small-component norm follows from

$$\boldsymbol\sigma\cdot\mathbf p=-i\hbar\,\boldsymbol\sigma\cdot\hat{\mathbf r}\left(\partial_r-\frac{\boldsymbol\sigma\cdot\mathbf l}{r}\right),\qquad
(\boldsymbol\sigma\cdot\mathbf l)^2=l(l+1)-\boldsymbol\sigma\cdot\mathbf l .$$

Averaging over the shell removes terms linear in $\boldsymbol\sigma\cdot\mathbf l$, whose trace is zero. With $r(P/r)'=P'-P/r$, the normalization becomes

$$\int_0^R\left\{P^2+\left(\frac{\hbar S}{2mc}\right)^2\left[\left(P'-\frac Pr\right)^2+\frac{l(l+1)P^2}{r^2}\right]\right\}dr=1.$$

The radial grid must resolve the rise of $S$ near the nucleus. If a finite nuclear charge makes $S(0)$ nonzero while the moment remains pointlike, the delta term must be restored for $l=0$. For $l>0$ it still vanishes, because the large component is zero at the origin. The one-shell result also excludes dipolar cross terms between $l$ and $l\pm2$, other shells, and the region outside the sphere.

The sphere fields are the part of $\langle\phi|h|\phi\rangle$ that comes from $r<R$. They differ from the integral of $ec\,\boldsymbol\alpha\cdot\mathbf A$ over the same sphere, because moving $\mathbf p$ by parts leaves a surface term. That integral would have $\langle S'r^{-2}\rangle$ replaced by $\langle S'r^{-2}\rangle-S(R)P(R)^2/R^2$. The surface terms from the two sides of the boundary cancel in the total field if $\phi$ and $S$ are continuous there, so the outside region must be treated with the same $h$.

## 6. Numerical check and model example

The numerical check compares the shell formula with the four-component expectation value for Dirac–Coulomb states at $Z=50$. For each state, the largest error among the three field components is divided by the largest component of the four-component field. The greatest such ratio over the tested states is $1.2\times10^{-8}$. For $2p_{1/2}$ with $m_j=1/2$, $-B_z/K$ is $9225.9\,a_0^{-3}$. Keeping $S r^{-3}$ alone in the orbital and dipolar terms, and omitting the contact-like term, gives $9421.3\,a_0^{-3}$, which is 2.1% too large.

The worked example is a model $d$ shell in a sphere of radius $2.5\,a_0$. In Hartree atomic units its potential is

$$V(r)=-\frac1r\left[1+\frac{69}{5(e^{r/0.9}-1)+1}\right].$$

The energy is chosen so that the two-node radial solution has $r\,d\ln(P/r)/dr=-3$ at the sphere boundary. Seven electrons occupy the lowest levels of

$$H_d=0.3\,\mathbf l\cdot\mathbf s+0.2(l_z^2-2)-2.0\,\mathbf e\cdot\mathbf s\quad\text{(eV)},$$

where $\mathbf e$ is tilted by $30^\circ$ from $z$ towards $x$. The parameters of $H_d$ are chosen independently of $V$: the $d_{3/2}$–$d_{5/2}$ splitting of Dirac solutions in this potential would correspond to a spin–orbit constant of $0.55$ eV rather than $0.3$ eV. All occupied states use the same $P$. This omits a sizeable effect: Dirac solutions in the same potential, with the same boundary condition, have $\langle S r^{-3}\rangle=13.50\,a_0^{-3}$ for $d_{3/2}$ and $12.24\,a_0^{-3}$ for $d_{5/2}$. Their 10% spread exceeds the changes that $S$ and its gradient make in the orbital and dipolar fields below. The effect on the fields is larger than that spread. With the same $n$ and these two radial functions in the pair form of Section 5, $B_{{\rm orb},z}$ moves from $-158.9$ to $-136.2$ T and the total $z$ field from $-107.7$ to $-84.7$ T. The example therefore illustrates the formula and does not predict fields to better than about 20%.

The radial averages are $\langle S r^{-3}\rangle=12.709\,a_0^{-3}$ and $\langle S'r^{-2}\rangle=0.3173\,a_0^{-3}$. The dipolar weight is therefore

$$12.709-\frac{0.3173}{3}=12.603\ a_0^{-3}.$$

With $K/a_0^3=12.517$ T and the $z$ traces $0.9991$, $-0.3453$ and $1.2356$ for the orbital, dipolar and spin operators,

$$\begin{aligned}
B_{{\rm orb},z}&=-12.517(12.709)(0.9991)=-158.9\ {\rm T},\\
B_{{\rm dip},z}&=-12.517(12.603)(-0.3453)=54.5\ {\rm T},\\
B_{{\rm con},z}&=-12.517\left(\tfrac23\right)(0.3173)(1.2356)=-3.3\ {\rm T}.
\end{aligned}$$

Their sum is $-107.7$ T. Along $x$, the contributions are $-155.9$, $-11.5$ and $-2.0$ T, giving $-169.5$ T from the unrounded values. The dipolar field opposes the orbital field along $z$ but adds to it along $x$.

Setting $S=1$ with the same $P$ changes $B_{{\rm orb},z}$ to $-162.2$ T and $B_{{\rm dip},z}$ to $56.1$ T. Restoring $S$ but omitting its gradient gives $B_{{\rm dip},z}=54.9$ T. In this model, the contact-like term changes the total $z$ field more than the gradient correction to the dipolar term does.

The need for radial indices can be seen by shifting the energy by $0.02$ hartree. The direct value of $\langle S r^{-3}\rangle$ is $13.088\,a_0^{-3}$. Using $u$ alone leaves $12.709\,a_0^{-3}$, while $u+0.02\,\dot u$, after normalization, gives

$$\frac{12.709+2(0.02)(9.435)+(0.02)^2(7.164)}{1+(0.02)^2(1.002)}=13.084\ a_0^{-3}.$$

## Computed values

```
field unit K/a0^3: 12.51682 T
largest error of T_ij, l=1,2,3: 3.0e-15 (dimensionless)
Dirac-Coulomb test, Z = 50, m_j = j, -B_z/K in a0^-3:
 2s1/2: four-comp 28342.36869, shell formula 28342.36836, S/r^3 only 0.00000
 2p1/2: four-comp 9225.87969, shell formula 9225.87969, S/r^3 only 9421.28662
 3p3/2: four-comp 1308.68118, shell formula 1308.68118, S/r^3 only 1270.10066
 3d3/2: four-comp 782.05757, shell formula 782.05757, S/r^3 only 784.02671
 4d5/2: four-comp 228.49330, shell formula 228.49330, S/r^3 only 227.55809
largest relative error, all directions: 1.2e-08
hydrogenic 3d, Z=10, <r^-3>: 2.469140 a0^-3
model: Z = 70, H = 5.0, d = 0.9 a0, R = 2.5 a0
shell energy: -0.686161 hartree (-18.6714 eV)
radial nodes: 2; log derivative at R: -3.00000
small-component fraction of norm: 2.284e-04
<r^-3>, large component: 12.97366 a0^-3
<S r^-3>: 12.70884 a0^-3
<S' r^-2>: 0.31727 a0^-3
<S r^-3 - S' r^-2/3>: 12.60308 a0^-3
mass reduction <(1-S) r^-3>: 0.26483 a0^-3
W(u,udot): 9.43549 a0^-3/hartree
W(udot,udot): 7.16408 a0^-3/hartree^2
norm of udot squared, large part: 1.00226 hartree^-2
<S r^-3> at energy + 0.02 hartree: direct 13.08782, two functions 13.08388, u only 12.70884 a0^-3
spin-orbit 0.3, axial 0.2, exchange 2.0 eV; tilt 30.0 deg
electrons Tr n: 7.0000; gap above filled: 0.2219 eV
Tr[n l]: x 0.98018, z 0.99908 (hbar)
Tr[n s]: x 0.76439, z 1.23560 (hbar)
sum_j Tr[n T_ij s_j]: x 0.07301, z -0.34529 (hbar)
B_orb: x -155.9222, z -158.9285 T
B_dip: x -11.5171, z 54.4697 T
B_con of the d shell: x -2.0237, z -3.2712 T
B total of the d shell: x -169.4630, z -107.7299 T
B_dip with S/r^3 only: x -11.6138, z 54.9268 T
B_orb with S = 1: x -159.1713, z -162.2403 T
B_dip with S = 1: x -11.8558, z 56.0714 T
```
